**Parentage coefficient from seniority one to the paired parent**

For an odd number $N$ of electrons in a shell of half-integer $j$, the squared parentage coefficient from the state with seniority $v=1$, $J=j$ to the parent with $N-1$ electrons, $v=0$, $J=0$ is $c^2=(2j+2-N)/[N(2j+1)]$. The program builds the states by diagonalizing the pair operator $S_+S_-$ among determinants, where $S_+$ creates a $J=0$ pair, and asserts that they have the right $J$. It asserts the formula in 110 cases $(j,N,m)$ from $j=1/2$ to $9/2$ by matrix elements, and in 13 cases $(j,N)$ by overlaps of explicit many-electron wavefunctions. The quasispin commutator, the rotational invariance of the pair, the ladder norms and the equal orbital occupations of the parent are asserted separately. For $j=9/2$, $N=5$ the output shows squared ladder norms 40 and 24, and $c^2=0.12$. The remaining weight 0.88 lies on parents with $v=2$. The $J=9/2$ states with $v=3$ and $v=5$ have zero coefficient to the paired parent.

## Numerical verification

```python
"""
Result under test: for a shell of half-integer j holding an odd number N of
electrons, the squared parentage coefficient from the state (seniority 1, J=j)
to the parent with N-1 electrons (seniority 0, J=0) is
        c^2 = (2j + 2 - N) / (N (2j + 1)).
Symbols: m = magnetic quantum number, Omega = j + 1/2 = number of (m,-m) pairs,
S+ = sum over m>0 of (-1)^(j-m) a+_m a+_(-m), S- = its adjoint,
v = seniority, p = (N-1)/2 = number of J=0 pairs.
States are found by diagonalizing S+S- among determinants, and c is computed
from the explicit many-electron wavefunction or from matrix elements.
All quantities are dimensionless.
"""
from itertools import permutations
from math import factorial, sqrt
import numpy as np
import scipy.sparse as sp


class Shell:
    """Fock space of one j shell; level k has m = j - k."""

    def __init__(self, twoj):
        self.twoj, self.j = twoj, twoj / 2
        self.levels = d = twoj + 1
        self.omega = d // 2
        lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
        parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
        self.a = []
        for k in range(d):
            op = sp.identity(1, format="csr")
            for q in range(d):
                factor = parity if q < k else lower if q == k else sp.identity(2)
                op = sp.kron(op, factor, format="csr")
            self.a.append(sp.csr_matrix(op))
        self.create = [sp.csr_matrix(op.T) for op in self.a]
        index = np.arange(2 ** d)
        occ = np.array([(index >> (d - 1 - k)) & 1 for k in range(d)])
        self.number = occ.sum(axis=0)
        self.twoM = (np.array([twoj - 2 * k for k in range(d)])[:, None] * occ).sum(axis=0)
        self.Sp = sp.csr_matrix((2 ** d, 2 ** d))
        for k in range(self.omega):
            self.Sp = self.Sp + (-1) ** k * self.create[k] @ self.create[d - 1 - k]
        self.Sm = sp.csr_matrix(self.Sp.T)
        self.pairing = sp.csr_matrix(self.Sp @ self.Sm)
        self.Jp = sp.csr_matrix((2 ** d, 2 ** d))
        for k in range(1, d):
            m = self.j - k
            strength = sqrt((self.j - m) * (self.j + m + 1))
            self.Jp = self.Jp + strength * self.create[k - 1] @ self.a[k]
        Jz = self.twoM / 2
        self.J2 = sp.csr_matrix(self.Jp.T @ self.Jp + sp.diags(Jz * (Jz + 1)))

    def embed(self, vector, where):
        full = np.zeros(2 ** self.levels)
        full[where] = vector
        return full

    def most_paired(self, N, twoM):
        """Eigenvector of S+S- with the largest eigenvalue at given N and M."""
        where = np.flatnonzero((self.number == N) & (self.twoM == twoM))
        values, vectors = np.linalg.eigh(self.pairing[where][:, where].toarray())
        assert len(values) == 1 or values[-1] - values[-2] > 0.5
        return self.embed(vectors[:, -1], where)

    def states_of_J(self, N, twoM, J):
        """All states of given N, M, J, resolved by the eigenvalue of S+S-."""
        where = np.flatnonzero((self.number == N) & (self.twoM == twoM))
        values, vectors = np.linalg.eigh(self.J2[where][:, where].toarray())
        space = vectors[:, np.abs(values - J * (J + 1)) < 1e-8]
        pair_block = self.pairing[where][:, where].toarray()
        q, mix = np.linalg.eigh(space.T @ pair_block @ space)
        found = []
        for i in range(len(q)):
            found.append((self.seniority(N, q[i]), self.embed(space @ mix[:, i], where)))
        return sorted(found, key=lambda item: item[0])

    def seniority(self, N, q):
        """Seniority v whose S+S- eigenvalue equals q."""
        for v in range(N % 2, N + 1, 2):
            if abs(q - (N - v) * (2 * self.omega + 2 - N - v) / 4) < 1e-7:
                return v
        raise AssertionError("eigenvalue of S+S- fits no seniority")

    def wavefunction(self, state, N):
        """Antisymmetric amplitude as an array with one index per electron."""
        d = self.levels
        psi = np.zeros((d,) * N)
        orders = []
        for order in permutations(range(N)):
            swaps = sum(order[x] > order[y] for x in range(N) for y in range(x + 1, N))
            orders.append((order, (-1) ** swaps))
        for b in np.flatnonzero(np.abs(state) > 1e-14):
            filled = [k for k in range(d) if (int(b) >> (d - 1 - k)) & 1]
            for order, sign in orders:
                psi[tuple(filled[i] for i in order)] = sign * state[b] / sqrt(factorial(N))
        return psi


def largest(matrix):
    return float(np.max(np.abs(matrix.toarray())))


def formula(j, N):
    return (2 * j + 2 - N) / (N * (2 * j + 1))


worst_operator, worst_definition = 0.0, 0.0
cases_operator, cases_definition = 0, 0
table = {}
for twoj in (1, 3, 5, 7, 9):
    sh = Shell(twoj)
    j, d, omega = sh.j, sh.levels, sh.omega

    # quasispin algebra and rotational invariance of the pair
    assert largest(sh.Sp @ sh.Sm - sh.Sm @ sh.Sp - sp.diags(sh.number - omega * 1.0)) < 1e-12
    assert largest(sh.Jp @ sh.Sp - sh.Sp @ sh.Jp) < 1e-12
    assert largest(sh.Jp.T @ sh.Sp - sh.Sp @ sh.Jp.T) < 1e-12
    for k in range(d):
        assert largest(sh.create[k] @ sh.Sp - sh.Sp @ sh.create[k]) < 1e-12

    # ladder steps and norms, starting from zero and from one electron
    vacuum = np.zeros(2 ** d)
    vacuum[0] = 1.0
    for v, start in ((0, vacuum), (1, sh.create[0] @ vacuum)):
        assert np.allclose(sh.Sm @ start, 0)
        state, norm2 = start, 1.0
        for p in range(1, omega - v + 1):
            raised = sh.Sp @ state
            factor = p * (omega - v - p + 1)
            assert np.allclose(sh.Sm @ raised, factor * state, atol=1e-9)
            norm2 *= factor
            assert abs(raised @ raised - norm2) < 1e-9 * norm2
            state = raised

    for N in range(1, twoj + 1, 2):
        parent = sh.most_paired(N - 1, 0)
        assert np.allclose(sh.J2 @ parent, 0, atol=1e-8)
        for k in range(d):
            child = sh.most_paired(N, twoj - 2 * k)
            assert np.allclose(sh.J2 @ child, j * (j + 1) * child, atol=1e-8)
            added = sh.create[k] @ parent
            amplitude = child @ added
            c2 = amplitude ** 2 / N
            worst_operator = max(worst_operator, abs(c2 - formula(j, N)))
            cases_operator += 1
            # the added-electron state lies wholly along the child
            assert np.allclose(added, amplitude * child, atol=1e-9)
            occupation = np.sum((sh.a[k] @ parent) ** 2)
            assert abs(occupation - (N - 1) / d) < 1e-10
            assert abs(added @ added - (1 - occupation)) < 1e-10
            if k == 0:
                table[(twoj, N)] = c2
                if d ** N <= 3_000_000:
                    psi = sh.wavefunction(child, N)
                    phi = sh.wavefunction(parent, N - 1)
                    assert abs(np.sum(psi ** 2) - 1) < 1e-10
                    c = float(np.sum(phi * psi[..., k]))
                    # for odd N the overlap and the matrix element agree in sign
                    assert abs(c - amplitude / sqrt(N)) < 1e-10
                    worst_definition = max(worst_definition, abs(c ** 2 - formula(j, N)))
                    cases_definition += 1
assert worst_operator < 1e-10
assert worst_definition < 1e-10

# worked example: the last shell built, j = 9/2, with five electrons
N = 5
p = (N - 1) // 2
even, odd = vacuum, sh.create[0] @ vacuum
for _ in range(p):
    even, odd = sh.Sp @ even, sh.Sp @ odd
norm_even, norm_odd = even @ even, odd @ odd
parent = even / sqrt(norm_even)
occupation = np.sum((sh.a[0] @ parent) ** 2)
c2_example = norm_odd / norm_even / N
assert abs(c2_example - table[(9, N)]) < 1e-10

print("All printed quantities are dimensionless")
print(f"Example shell: j = {sh.j}, N = {N}, orbitals 2j+1 = {sh.levels}")
print(f"Omega = {sh.omega}, pairs p = {p}")
print(f"Squared norm of S+^p |0>       = {norm_even:.6f}")
print(f"Squared norm of S+^p a+_m |0>  = {norm_odd:.6f}")
print(f"Ratio of squared norms         = {norm_odd / norm_even:.6f}")
print(f"Occupation of orbital m in the parent = {occupation:.6f}")
print(f"Squared coefficient c^2        = {c2_example:.6f}")
print(f"Magnitude of c                 = {sqrt(c2_example):.6f}")

children = sh.states_of_J(N, sh.twoj, sh.j)
parents = sh.states_of_J(N - 1, 0, 0)
print(f"Number of J = 9/2 multiplets for N = 5: {len(children)}")
print(f"Number of J = 0 states for N = 4: {len(parents)}")
assert [v for v, _ in children] == [1, 3, 5]
assert [v for v, _ in parents] == [0, 4]
for v_child, child in children:
    for v_parent, par in parents:
        if v_child == 1 or v_parent == 0:
            weight = (child @ (sh.create[0] @ par)) ** 2 / N
            expected = formula(sh.j, N) if (v_child, v_parent) == (1, 0) else 0.0
            assert abs(weight - expected) < 1e-10
            print(f"c^2 from child v={v_child} to J=0 parent v={v_parent}: {weight:.6f}")

# distribution of the v = 1 child over parents of each seniority
where = np.flatnonzero(sh.number == N - 1)
q, basis = np.linalg.eigh(sh.pairing[where][:, where].toarray())
labels = np.array([sh.seniority(N - 1, value) for value in q])
weights = {v: 0.0 for v in (0, 2, 4)}
for k in range(sh.levels):
    parts = basis.T @ (sh.a[k] @ children[0][1])[where]
    for v in weights:
        weights[v] += np.sum(parts[labels == v] ** 2) / N
assert abs(sum(weights.values()) - 1) < 1e-10
assert abs(weights[0] - c2_example) < 1e-10
assert abs(weights[2] - (1 - c2_example)) < 1e-10
assert weights[4] < 1e-10
for v in weights:
    print(f"Total weight of the v=1 child on parents with v={v}: {weights[v]:.6f}")

for n in range(1, sh.twoj + 1, 2):
    print(f"j = 9/2, N = {n}: c^2 computed = {table[(9, n)]:.6f}, formula = {formula(4.5, n):.6f}")
print(f"j = 3/2, N = 3: c^2 computed = {table[(3, 3)]:.6f}")
print(f"Cases (j, N, m) tested by matrix elements: {cases_operator}")
print(f"Cases (j, N) tested by explicit wavefunctions: {cases_definition}")
print(f"Largest deviation below 1e-10 in both tests: {max(worst_operator, worst_definition) < 1e-10}")
print("every check passed")
```

Running it gives:

```
All printed quantities are dimensionless
Example shell: j = 4.5, N = 5, orbitals 2j+1 = 10
Omega = 5, pairs p = 2
Squared norm of S+^p |0>       = 40.000000
Squared norm of S+^p a+_m |0>  = 24.000000
Ratio of squared norms         = 0.600000
Occupation of orbital m in the parent = 0.400000
Squared coefficient c^2        = 0.120000
Magnitude of c                 = 0.346410
Number of J = 9/2 multiplets for N = 5: 3
Number of J = 0 states for N = 4: 2
c^2 from child v=1 to J=0 parent v=0: 0.120000
c^2 from child v=1 to J=0 parent v=4: 0.000000
c^2 from child v=3 to J=0 parent v=0: 0.000000
c^2 from child v=5 to J=0 parent v=0: 0.000000
Total weight of the v=1 child on parents with v=0: 0.120000
Total weight of the v=1 child on parents with v=2: 0.880000
Total weight of the v=1 child on parents with v=4: 0.000000
j = 9/2, N = 1: c^2 computed = 1.000000, formula = 1.000000
j = 9/2, N = 3: c^2 computed = 0.266667, formula = 0.266667
j = 9/2, N = 5: c^2 computed = 0.120000, formula = 0.120000
j = 9/2, N = 7: c^2 computed = 0.057143, formula = 0.057143
j = 9/2, N = 9: c^2 computed = 0.022222, formula = 0.022222
j = 3/2, N = 3: c^2 computed = 0.166667
Cases (j, N, m) tested by matrix elements: 110
Cases (j, N) tested by explicit wavefunctions: 13
Largest deviation below 1e-10 in both tests: True
every check passed
```
